# Spontaneous birefringence below second-order and tricritical ferroelectric transitions

Birefringence is a convenient way to find a ferroelectric transition temperature: measure it on cooling, draw a straight line through the points and read off where the line reaches zero. If the signal in fact grows as the square root of the distance below the transition, this fails. A line through the points at distances \(\tau_1\) and \(2\tau_1\) has height \(\sqrt{\tau_1}\,[1+(\sqrt2-1)(\tau-\tau_1)/\tau_1]\), which vanishes at

\[
\tau=\tau_1\left(1-\frac{1}{\sqrt2-1}\right)=\tau_1\left[1-(\sqrt2+1)\right]=-\sqrt2\,\tau_1 .
\]

With points at 10 K and 20 K, the transition is placed 14 K too high. One must know which law applies, and over what range.

## 1. The simplest case

Let \(P\) be the polarisation along a fixed axis \(z\), \(T_c\) the transition temperature and \(\tau=T_c-T\). The simplest mean-field energy density is

\[
G=-\tfrac12\alpha_0\tau P^2+\tfrac14\beta P^4,\qquad \alpha_0>0,\ \beta>0 .
\]

Equilibrium requires \(dG/dP=P(-\alpha_0\tau+\beta P^2)=0\). Above \(T_c\), where \(\tau<0\), both terms of \(G\) are non-negative and the minimum is at \(P=0\). Below \(T_c\) the other root is \(P^2=\alpha_0\tau/\beta\). Its energy, \(-\alpha_0^2\tau^2/(4\beta)\), is negative, so it lies below the unpolarised state.

Suppose that the birefringence is \(\Delta n=KP^2\), with \(K\) constant. Then \(\Delta n=K\alpha_0\tau/\beta\), which is linear in \(\tau\) and goes continuously to zero at \(T_c\). But as \(\beta\to0\) the slope diverges: the energy then needs another term. The relation \(\Delta n=KP^2\) must also be justified.

## 2. Why the optical change is quadratic

Let \(B\) be the inverse of the relative permittivity tensor at the optical frequency. The parent phase is taken to be cubic, with a centre of inversion, so there \(B=I/n_0^2\), with \(I\) the unit matrix and \(n_0\) the refractive index. For small polarisation,

\[
\Delta B_{ij}=r_{ijk}P_k+g_{ijkl}P_kP_l+\dots
\]

with repeated indices summed. Inversion reverses \(P\) but leaves the second-rank tensor \(\Delta B\) unchanged. The coefficients belong to the parent phase and are also unchanged, so \(r_{ijk}P_k=-r_{ijk}P_k\) for every \(P\), and \(r=0\).

Now put \(P\) along \(z\). The mirror \(x\to-x\) preserves \(P\) but reverses \(B_{xy}\) and \(B_{xz}\), so both vanish. The mirror \(y\to-y\) removes \(B_{yz}\). A quarter turn about \(z\) makes \(B_{xx}=B_{yy}\). With \(g_{11}=g_{zzzz}\) and \(g_{12}=g_{xxzz}\), and neglecting terms in \(P^4\),

\[
B_1=B_2=\frac1{n_0^2}+g_{12}P^2,\qquad
B_3=\frac1{n_0^2}+g_{11}P^2 .
\]

Next find the indices seen by light. For a plane wave with unit normal \(s\) and wavevector \(k=(\omega n/c)s\) in a non-magnetic crystal, Maxwell's equations give \(k\times E=\omega\mu_0H\) and \(k\times H=-\omega D\). Eliminating \(H\) gives \(k\times(k\times E)=-\omega^2\mu_0D\). Using \(D=\varepsilon_0B^{-1}E\), \(\mu_0\varepsilon_0=1/c^2\) and \(s\times(s\times E)=s(s\cdot E)-E\),

\[
n^2\left[E-s(s\cdot E)\right]=B^{-1}E .
\]

Write \(d=E-s(s\cdot E)\), the part of \(E\) perpendicular to \(s\). Multiplying by \(B\) gives \(Bd=E/n^2\), and the part of this equation perpendicular to \(s\) is

\[
(Bd)_\perp=\frac{d}{n^2}.
\]

Let \(s=(\sin\theta,0,\cos\theta)\), where \(\theta\) is the angle between the wave normal and \(P\). One solution has \(d\) along \(y\): this is the ordinary wave, with \(1/n_o^2=B_1\). The other has \(d\) along \((\cos\theta,0,-\sin\theta)\), so

\[
\frac1{n^2}=B_1\cos^2\theta+B_3\sin^2\theta,\qquad
\frac1{n^2}-\frac1{n_o^2}=(B_3-B_1)\sin^2\theta .
\]

At \(\theta=0\) the birefringence vanishes, as it must for light travelling along the fourfold axis. At \(\theta=90^\circ\) the second index is \(n_e=B_3^{-1/2}\).

For that direction set \(a_3=n_0^2g_{11}P^2\) and \(a_1=n_0^2g_{12}P^2\). Since \((1+a)^{-1/2}=1-a/2+3a^2/8+\dots\),

\[
\begin{aligned}
\Delta n=n_e-n_o
&=n_0\left[-\tfrac12(a_3-a_1)+\tfrac38(a_3^2-a_1^2)+\dots\right]\\
&=-\frac{n_0^3}{2}(g_{11}-g_{12})P^2
\left[1-\tfrac34n_0^2(g_{11}+g_{12})P^2+\dots\right].
\end{aligned}
\]

Thus \(K=-n_0^3(g_{11}-g_{12})/2\), provided \(g_{11}\ne g_{12}\). The neglected \(P^4\) terms of \(B\) would alter the correction in the bracket, but not \(K\). At an oblique angle, \(\delta n=-\tfrac12n_0^3\,\delta(1/n^2)\) shows that the leading result is multiplied by \(\sin^2\theta\).

## 3. Letting the crystal strain

A free crystal changes shape when it polarises. Let \(x\) be the column of three normal strains, \(C\) the stiffness matrix and \(q\) the coupling to \(P^2\). The mirrors used above exclude shear strains. At zero stress the extra energy is \(\tfrac12x\cdot Cx-P^2q\cdot x\). Setting its derivative with respect to \(x\) to zero gives \(x=C^{-1}qP^2\). Substituting this back,

\[
\tfrac12P^4q\cdot C^{-1}q-P^4q\cdot C^{-1}q=-\tfrac12P^4q\cdot C^{-1}q .
\]

Comparison with \(\tfrac14\beta P^4\) gives

\[
\beta=\beta_{\rm clamped}-2q\cdot C^{-1}q .
\]

The form of the energy survives, but its quartic coefficient is lowered. Strain also changes \(B\) through the photoelastic effect. Because the strain is proportional to \(P^2\), this contribution has the form already found and is included in the zero-stress \(g_{11}\) and \(g_{12}\).

For rough perovskite values \(c_{11}=180\) GPa, \(c_{12}=80\) GPa and \(q=(-2.4,-2.4,11.6)\times10^9\) V m/C, the solution is \(C^{-1}q=(-0.04,-0.04,0.10)\) m⁴/C². Hence \(\beta\) falls by \(2(2\times0.04\times2.4+0.10\times11.6)\times10^9=2.7\times10^9\) V m⁵/C³. A crystal with this value of \(\beta_{\rm clamped}\) would be tricritical when free, provided the cube axis remains the preferred direction of \(P\) (section 4). The order of the transition must therefore be judged at the mechanical conditions of the experiment.

## 4. The tricritical case and the crossover

Add the next even term and keep \(\beta\) for the zero-stress coefficient:

\[
G=-\tfrac12\alpha_0\tau P^2+\tfrac14\beta P^4+\tfrac16\gamma P^6,
\qquad \gamma>0 .
\]

A non-zero equilibrium polarisation satisfies

\[
\gamma P^4+\beta P^2=\alpha_0\tau .
\]

For \(\beta\ge0\) the left side increases steadily with \(P^2\), so there is one positive root for each \(\tau>0\). Replacing \(\alpha_0\tau\) in \(G\) by the left side gives \(G=-\tfrac14\beta P^4-\tfrac13\gamma P^6<0\), so this root is the stable state among those with \(P\) along \(z\). In a cubic crystal the energy also contains \(\beta_{12}(P_x^2P_y^2+P_y^2P_z^2+P_z^2P_x^2)\), and near \(T_c\) the cube axis is preferred only if \(\beta_{12}>\beta/2\), which is assumed here. With \(\beta=0\) and \(\beta_{12}<0\) the crystal would instead polarise along a body diagonal, in a first-order transition.

At the tricritical point \(\beta=0\), and therefore

\[
P^2=\sqrt{\frac{\alpha_0\tau}{\gamma}},\qquad
\Delta n\simeq-\frac{n_0^3}{2}(g_{11}-g_{12})\sqrt{\frac{\alpha_0\tau}{\gamma}} .
\]

This is the square-root law. The optics has not changed; the weaker restoring energy allows a larger polarisation close to \(T_c\).

For \(\beta>0\), the positive root of the quadratic in \(P^2\) is

\[
P^2=\frac{-\beta+\sqrt{\beta^2+4\gamma\alpha_0\tau}}{2\gamma}
=\frac{\beta}{2\gamma}\left(\sqrt{1+\frac{\tau}{\tau^*}}-1\right),
\qquad \tau^*=\frac{\beta^2}{4\alpha_0\gamma}.
\]

When \(\tau\ll\tau^*\), use \(\sqrt{1+u}=1+u/2-u^2/8+\dots\) with \(u=\tau/\tau^*\). Since \(\beta/(4\gamma\tau^*)=\alpha_0/\beta\),

\[
P^2=\frac{\alpha_0\tau}{\beta}\left(1-\frac{\tau}{4\tau^*}+\dots\right),\qquad
\Delta n\simeq-\frac{n_0^3}{2}(g_{11}-g_{12})\frac{\alpha_0\tau}{\beta}.
\]

This recovers the linear law of section 1. When \(\tau\gg\tau^*\), the root tends to \((\beta/2\gamma)\sqrt{\tau/\tau^*}=\sqrt{\alpha_0\tau/\gamma}\), the tricritical form.

The apparent exponent between these limits follows by differentiation. With \(w=\sqrt{1+u}\), \(P^2\propto w-1\), \(dw/du=1/(2w)\) and \(u=(w-1)(w+1)\), so

\[
\frac{d\ln P^2}{d\ln\tau}=\frac{u}{w-1}\,\frac{1}{2w}
=\frac{w+1}{2w}=\frac12\left(1+\frac1{\sqrt{1+\tau/\tau^*}}\right).
\]

It falls from 1 towards 1/2. A second-order crystal with small \(\beta\) shows its linear law only in a narrow interval below \(T_c\).

The limit \(\beta\to0\) from the other side is different. If \(\beta<0\), the polarised state first becomes equal in energy to the unpolarised one when \(-\tfrac14\beta P^4-\tfrac13\gamma P^6=0\), that is, at \(P^2=3|\beta|/(4\gamma)\). The birefringence then jumps, and neither continuous law holds at the transition. The jump shrinks to zero at the tricritical point.

## 5. Changing the parent phase

If the parent phase lacks inversion symmetry, \(r\) need not vanish. In the tetragonal class \(\bar42m\), with \(z\) along the fourfold inversion axis, polarisation along \(z\) can produce \(\Delta B_{xy}=rP\). Here \(n_0\) is the ordinary index of the parent phase. Light travelling along \(z\) then sees

\[
\begin{pmatrix}B_1&rP\\ rP&B_1\end{pmatrix},\qquad
\frac1{n^2}=B_1\pm rP,\qquad |\Delta n|\simeq n_0^3|r|P .
\]

The fourfold inversion operation reverses \(P\), so the energy is still even in \(P\) and the results of section 4 for \(P^2\) still apply. But \(\Delta n\) now follows \(P\), not \(P^2\), and the exponents become 1/2 at a second-order transition and 1/4 at a tricritical one. A square-root signal therefore points to a tricritical point only if the symmetry of the parent phase is known. The signal must also keep this form as \(T_c\) is approached, because a second-order crystal with small \(\beta\) looks much the same when \(\tau\gg\tau^*\).

The cubic class \(\bar43m\) allows the same optical term, but its energy can also contain \(P_xP_yP_z\). Along a body diagonal this is cubic in \(P\), and for one sign of \(P\) it takes the energy below zero while the quadratic coefficient is still positive. The transition is then first-order, and these exponents do not apply.

A parent phase that has inversion symmetry but is already birefringent presents a milder problem. Its baseline, continued below \(T_c\), must be subtracted before the part due to \(P^2\) is examined.

## 6. Two model crystals

Take two crystals with \(T_c=400\) K and Curie constant \(1.5\times10^5\) K. Above \(T_c\), \(E=\alpha_0(T-T_c)P\); comparison with the Curie–Weiss susceptibility gives \(\alpha_0=1/(\varepsilon_0\times1.5\times10^5\ \text{K})=7.53\times10^5\) V m/(C K). Both have \(\gamma=10^{10}\) V m⁹/C⁵, \(n_0=2.4\), \(g_{11}=0.12\) m⁴/C² and \(g_{12}=-0.01\) m⁴/C². They differ in \(\beta\) alone: \(10^9\) V m⁵/C³ in the first and zero in the second. The optical coefficient is \(K=-2.4^3\times0.13/2=-0.899\) m⁴/C².

At \(\tau=10\) K, \(\alpha_0\tau=7.53\times10^6\) V m/C. In the first crystal \(\tau^*=33.2\) K, and

\[
P^2=0.05\left(\sqrt{1+10/33.2}-1\right)=0.00704\ \text{C}^2/\text{m}^4 ,
\]

so \(P=8.4\) µC/cm². In the tricritical crystal \(P^2=\sqrt{7.53\times10^{-4}}=0.0274\) C²/m⁴, so \(P=16.6\) µC/cm². The table uses the full indices \(B_3^{-1/2}\) and \(B_1^{-1/2}\), for light perpendicular to \(P\).

| \(\tau\) (K) | \(\Delta n\), second-order | \(\Delta n\), tricritical |
|---:|---:|---:|
| 1 | −0.00067 | −0.0078 |
| 2 | −0.00133 | −0.0110 |
| 10 | −0.0063 | −0.0243 |
| 20 | −0.0119 | −0.0342 |

A plate of thickness 50 µm gives a path difference \(|\Delta n|\times50\) µm. At 10 K below \(T_c\) this is about 0.3 µm in the first crystal and 1.2 µm in the second.

Doubling \(\tau\) from 1 K to 2 K multiplies the birefringence by 1.985 and 1.412 respectively. The first factor is below 2 mainly because of the term \(-\tau/(4\tau^*)\). In this model the second is just below \(\sqrt2\) because the optical correction of section 2 grows with \(P^2\); the neglected \(P^4\) terms of \(B\) enter at the same order and could move it to either side of \(\sqrt2\). The exponent of \(P^2\) in the second-order crystal is 0.993 at 1 K, 0.94 at 10 K and 0.75 at 100 K. At 10 K its \(P^2\) is already 6.6% below the linear law.

## 7. What the model leaves out

The following changes are relative to the table values at 10 K, with the second-order crystal first.

- **Next Landau term.** Adding \(\gamma P^8/(8P_s^2)\), with an assumed scale \(P_s=50\) µC/cm², and minimising the energy numerically lowers \(|\Delta n|\) by 0.2% and 4.8%. For \(\beta=0\) the equilibrium condition becomes \(\gamma P^4(1+P^2/P_s^2)=\alpha_0\tau\), so the correction disappears as \(P\to0\) and the limiting exponent survives.
- **Residual field.** A field of \(10^{-4}\) MV/cm along \(P\) raises \(|\Delta n|\) by 1.5% and 0.4%. The field rounds the transition, so its effect increases towards \(T_c\): at 1 K the same field gives 41% and 7%.
- **Index drift.** A change in \(n_0\) of \(10^{-4}\) per kelvin alters \(n_0^3\) by about 0.13% in both.

Thermal fluctuations need a separate estimate. At equilibrium the curvature of the energy is

\[
G''=-\alpha_0\tau+3\beta P^2+5\gamma P^4=2\beta P^2+4\gamma P^4 .
\]

Add a gradient energy \(\tfrac12\kappa|\nabla P|^2\). In the Gaussian approximation, the correlation \(h(r)\) between deviations of \(P\) a distance \(r\) apart obeys \((G''-\kappa\nabla^2)h=k_BT\,\delta(r)\). Away from the origin this reads \((rh)''=rh/\xi^2\), with \(\xi^2=\kappa/G''\). The decaying solution is \(h=Ae^{-r/\xi}/r\), and the point source fixes \(4\pi\kappa A=k_BT\). Compared with \(P^2\), the correlation at \(r=\xi\) is

\[
R=\frac{k_BT\,e^{-1}}{4\pi\kappa\,\xi P^2}.
\]

In both cases \(\xi\propto\tau^{-1/2}\). Thus \(R\propto\tau^{-1/2}\) near the second-order transition, while at the tricritical one \(P^2\propto\tau^{1/2}\) makes \(R\) constant. With a rough \(\kappa=5\times10^{-10}\) V m³/C and \(T\) set to \(T_c\), \(R\) rises from 0.8% at 10 K to 7.5% at 0.1 K in the first crystal and stays at 0.3% in the second. This estimate omits changes in the direction of \(P\), long-range dipolar forces and the elastic cost of non-uniform strain. With the coefficients of section 3, strain relaxes fully only when \(P\) changes uniformly; otherwise an extra stiffness \(2\,\Delta\beta\,P^2\) remains, which shortens \(\xi\), raises \(R\) and means that \(R\) need not stay constant at a tricritical point. Taking a rough \(c_{44}=120\) GPa, \(\Delta\beta\) lies between \(0.4\) and \(2.7\times10^9\) V m⁵/C³ depending on the direction of the modulation, and the tricritical \(R\) at 0.1 K becomes 0.9% to 2% instead of 0.3%. The estimate is therefore only a rough guide to where mean field becomes doubtful; it does not supply corrected exponents.

The parameters are rough values in the range of barium titanate-type perovskites. Barium titanate itself has a first-order transition at ambient pressure, so its birefringence jumps there; pressure or composition can alter the order of such transitions. A real change of pressure would also move \(T_c\), which is held fixed here. The model assumes one domain, with \(P\) in the plane of the plate and the charge at its ends compensated, for instance by short-circuited electrodes on the two end faces normal to \(P\). Making the plate long is not enough: a depolarising field \(-NP/\varepsilon_0\) lowers \(T_c\) by \(N\) times the Curie constant, which is 15 K even for \(N=10^{-4}\). A real plate may also contain more than one domain. A domain with \(P\) along the other in-plane cubic axis has birefringence of the opposite sign. If the light spends a fraction \(f\) of its path in such material, the total is multiplied by \((1-f)-f=1-2f\), so a fraction of 2% lowers the signal by 4%, and an \(f\) that changes with temperature changes the measured exponent although the law within each domain does not. This case is an idealisation. The spontaneous strains of these two domains match only on walls perpendicular to the plate, at \(45^\circ\) to \(P\), so the domains lie side by side rather than stacked, and wide ones each show the full \(|\Delta n|\).

Numerical values quoted here were computed with a short program.
